# Ewald splitting of KKR structure constants with error analysis

## Result and conventions

Lengths are in bohr and energies in Ry, so $\hbar^2/2m=1$ Ry bohr². The lattice has one site per cell of volume $\Omega$. Let $\mathbf k$ be the Bloch vector, $\mathbf q=\mathbf k+\mathbf K$ with $\mathbf K$ a reciprocal-lattice vector, and $E=\kappa^2$. The $Y_L$, $L=(l,m)$, are real orthonormal spherical harmonics. The KKR structure constants are, for every $\eta>0$,

$$D_L=D^{(1)}_L+D^{(2)}_L+D^{(3)}_L, \tag{1}$$

$$D^{(1)}_L=-\frac{4\pi}{\Omega}\kappa^{-l}\sum_{\mathbf K}q^lY_L(\hat q)\frac{e^{(E-q^2)/\eta}}{q^2-E}, \tag{2}$$

$$D^{(2)}_L=-\frac{2^{l+1}}{\sqrt\pi}(-i)^l\kappa^{-l}\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}R^lY_L(\hat R)\,I_l(R), \tag{3}$$

$$D^{(3)}_L=-\delta_{l0}\frac{\sqrt\eta}{2\pi}\sum_{n\ge0}\frac{(E/\eta)^n}{n!\,(2n-1)}, \tag{4}$$

where, with $a=\sqrt\eta/2$ throughout,

$$I_l(R)=\int_a^\infty \xi^{2l}e^{-\xi^2R^2+E/4\xi^2}\,d\xi .$$

They are defined through the Bloch Green function, $(\nabla^2+E)G_{\mathbf k}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\delta(\mathbf r-\mathbf R)$:

$$G_{\mathbf k}(\mathbf r)=-\frac1{4\pi}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\frac{e^{i\kappa|\mathbf r-\mathbf R|}}{|\mathbf r-\mathbf R|}. \tag{5}$$

This sum converges absolutely for $\mathrm{Im}\,\kappa>0$. Since $-\cos(\kappa r)/4\pi r$ has the same source at the origin, the difference solves the homogeneous Helmholtz equation inside the nearest-neighbour distance. There it can be expanded as

$$G_{\mathbf k}(\mathbf r)+\frac{\cos\kappa r}{4\pi r}=\sum_L i^lD_L\,j_l(\kappa r)Y_L(\hat r). \tag{6}$$

The factor $i^l$ makes $D_L$ real at real $E>0$ away from poles, because there $G_{\mathbf k}(-\mathbf r)=G_{\mathbf k}(\mathbf r)^*$ and $j_l(\kappa r)$ is real. At $E<0$, where $\kappa$ is imaginary, the real quantity is $\kappa^lD_L$.

## Derivation

**Integral representation.** Put $f=-\xi^2R^2+\kappa^2/4\xi^2$. Completing the square gives

$$f=\pm i\kappa R-\Big(\xi R\pm\frac{i\kappa}{2\xi}\Big)^2,\qquad \frac{d}{d\xi}\Big(\xi R\pm\frac{i\kappa}{2\xi}\Big)=R\mp\frac{i\kappa}{2\xi^2}.$$

Hence $\int_a^\infty(R\mp i\kappa/2\xi^2)e^f d\xi=\frac{\sqrt\pi}2e^{\pm i\kappa R}\,\mathrm{erfc}(aR\pm i\kappa/2a)$. Adding the two signs removes the second term of the integrand:

$$I_0(R)=\frac{\sqrt\pi}{4R}\sum_{\pm}e^{\pm i\kappa R}\,\mathrm{erfc}\Big(aR\pm\frac{i\kappa}{2a}\Big). \tag{7}$$

For $E<0$ set $\kappa=i\sigma$, $\sigma>0$, and let $a\to0$. The upper-sign erfc tends to 2 and the other to 0, so the full integral is $\sqrt\pi\,e^{-\sigma R}/2R$. Therefore

$$\frac{e^{i\kappa R}}{R}=\frac2{\sqrt\pi}\int_0^\infty e^{-\xi^2R^2+E/4\xi^2}d\xi\qquad(E<0).$$

Insert this in (5) and cut the integral at $\xi=a$.

**Lower range.** For a localized function $g$, the Bloch sum $\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}g(\mathbf r-\mathbf R)$ contains the waves $e^{i\mathbf q\cdot\mathbf r}$ with coefficients $\Omega^{-1}\int g\,e^{-i\mathbf q\cdot\mathbf r}d^3r$; the phases of different cells combine to $e^{-i\mathbf K\cdot\mathbf R}=1$. For a Gaussian,

$$\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}e^{-\xi^2|\mathbf r-\mathbf R|^2}=\frac{\pi^{3/2}}{\Omega\,\xi^3}\sum_{\mathbf K}e^{i\mathbf q\cdot\mathbf r}e^{-q^2/4\xi^2}. \tag{8}$$

With $u=1/4\xi^2$ one has $\xi^{-3}d\xi=-2\,du$, and $\xi=a$ becomes $u=1/\eta$:

$$\int_0^a\xi^{-3}e^{-(q^2-E)/4\xi^2}d\xi=\frac{2e^{-(q^2-E)/\eta}}{q^2-E}.$$

The prefactors multiply to $-\frac1{4\pi}\frac2{\sqrt\pi}\,\pi^{3/2}\,2=-1$, so the lower range contributes $-\Omega^{-1}\sum_{\mathbf K}e^{i\mathbf q\cdot\mathbf r}e^{(E-q^2)/\eta}/(q^2-E)$.

This part alone does not solve the Helmholtz equation, since its radial functions are $j_l(qr)$ and not $j_l(\kappa r)$. The coefficients of the sum can nevertheless be found by adding the terms of lowest order, $r^l$, in each channel. As $j_l(x)\to x^l/(2l+1)!!$, the right side of (6) starts as $i^lD_L\kappa^lr^l/(2l+1)!!$. The expansion $e^{i\mathbf q\cdot\mathbf r}=4\pi\sum_Li^lj_l(qr)Y_L(\hat q)Y_L(\hat r)$ starts as $4\pi i^lq^lr^lY_L(\hat q)/(2l+1)!!$. Comparison gives (2).

**Upper range, $\mathbf R\ne0$.** Write $e^{-\xi^2|\mathbf r-\mathbf R|^2}=e^{-\xi^2(r^2+R^2)}e^{2\xi^2\mathbf r\cdot\mathbf R}$. The last exponential is $4\pi\sum_L i_l(2\xi^2rR)Y_L(\hat r)Y_L(\hat R)$, where the modified function $i_l(x)$ also starts as $x^l/(2l+1)!!$. Comparing coefficients of $r^l$,

$$i^l\kappa^lD^{(2)}_L=-\frac1{4\pi}\frac2{\sqrt\pi}\,4\pi\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}(2R)^lY_L(\hat R)I_l(R),$$

which is (3).

**Upper range, $\mathbf R=0$.** This term is spherical, so it enters only for $l=0$. Expand $e^{E/4\xi^2}$ in powers of $E$ and let $r\to0$. The term $n=0$ gives $\int_a^\infty e^{-\xi^2r^2}d\xi=\sqrt\pi/2r-a+O(r^2)$. For $n\ge1$ the limit is $\int_a^\infty\xi^{-2n}d\xi=a^{1-2n}/(2n-1)$. Since $(E/4)^na^{1-2n}=a(E/\eta)^n$, and the $-a$ fits the same pattern at $n=0$, the on-site integral plus the cosine term of (6) is

$$-\frac1{2\pi^{3/2}}\Big[\frac{\sqrt\pi}{2r}+a\sum_{n\ge0}\frac{(E/\eta)^n}{n!(2n-1)}\Big]+\frac1{4\pi r}+O(r).$$

The singular terms cancel. The rest equals $D^{(3)}_{00}Y_{00}$ with $Y_{00}=1/\sqrt{4\pi}$; multiplication by $2\sqrt\pi$ gives (4).

**Continuation in energy.** The functions $\kappa^lD^{(2)}_L$ and $D^{(3)}_{00}$ are entire in $E$, while $\kappa^lD^{(1)}_L$ is analytic except for poles at $E=q^2$. The result thus extends from $E<0$ to complex $E$ with $\mathrm{Im}\,\kappa>0$, and then to real positive $E$ away from the poles, where the site sum (5) no longer converges absolutely. Near $E=0$ one should store $\kappa^lD_L$, because the factor $\kappa^{-l}$ is singular there.

## Independence of the splitting parameter

Differentiate each part. In (2) the exponential supplies $(q^2-E)/\eta^2$, which removes the denominator:

$$\partial_\eta D^{(1)}_L=-\frac{4\pi}{\Omega\eta^2}\kappa^{-l}e^{E/\eta}\sum_{\mathbf K}q^lY_L(\hat q)e^{-q^2/\eta}.$$

In (3) only the lower limit depends on $\eta$, with $da/d\eta=1/4\sqrt\eta$:

$$\partial_\eta D^{(2)}_L=\frac{2^{l+1}}{\sqrt\pi}(-i)^l\kappa^{-l}\Big(\frac\eta4\Big)^l\frac{e^{E/\eta}}{4\sqrt\eta}\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}R^lY_L(\hat R)e^{-\eta R^2/4}.$$

In (4), $\partial_\eta\eta^{1/2-n}=-\tfrac12(2n-1)\eta^{-1/2-n}$, so the series sums to $\partial_\eta D^{(3)}_{00}=e^{E/\eta}/4\pi\sqrt\eta$. This is the missing $\mathbf R=0$ term of the previous sum. The terms of order $r^l$ in (8) at $\xi=a$ give

$$\Big(\frac\eta2\Big)^l\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}R^lY_L(\hat R)e^{-\eta R^2/4}=\frac{i^l}{\Omega}\Big(\frac{4\pi}\eta\Big)^{3/2}\sum_{\mathbf K}q^lY_L(\hat q)e^{-q^2/\eta}.$$

Substitution leaves the factor $\frac{2}{\sqrt\pi}\frac1{4\sqrt\eta}\frac{8\pi^{3/2}}{\Omega\eta^{3/2}}=\frac{4\pi}{\Omega\eta^2}$ in $\partial_\eta(D^{(2)}_L+D^{(3)}_L)$, which cancels $\partial_\eta D^{(1)}_L$.

The limit of large $\eta$ shows why the on-site part is needed. The real-space part dies out, and the large-$q$ region of (2) for $l=0$ can be replaced by an integral:

$$-\frac{4\pi}{\Omega}\frac1{\sqrt{4\pi}}\frac{\Omega}{2\pi^2}\int_0^\infty e^{-q^2/\eta}dq=-\frac{\sqrt\eta}{2\pi}.$$

The $n=0$ term of (4) is $+\sqrt\eta/2\pi$ and removes this divergence.

## Algorithm and its errors

1. Take $\eta_0=4\pi/\Omega^{2/3}$.
2. Collect all $q^2<T\eta$ and all $0<R^2<4T/\eta$.
3. Evaluate $I_l$ with $\xi=ae^s$, by Gauss-Legendre quadrature in $s$ up to $\xi^2R^2=a^2R^2+T$.
4. Add the three parts.

**Choice of $\eta$.** The two spheres hold about $\frac{4\pi}3(T\eta)^{3/2}\Omega/8\pi^3$ and $\frac{4\pi}3(4T/\eta)^{3/2}/\Omega$ points. Their product does not depend on $\eta$, so their sum is smallest when they are equal, at $\eta^3=64\pi^3/\Omega^2$. This is $\eta_0$.

**Truncation.** The addition theorem bounds $|Y_L|$ by $\sqrt{(2l+1)/4\pi}$. Replacing the sum beyond $Q=\sqrt{T\eta}$ by an integral, with $Q^2\gg E$ and $Q^2\gg l\eta$, gives the estimate

$$|\delta D^{(1)}_L|\lesssim\sqrt{\frac{2l+1}{4\pi}}\,\frac{\eta}{\pi}\,\frac{Q^{l-1}}{|\kappa|^l}\,e^{(E-Q^2)/\eta}.$$

The real-space tail carries the factor $e^{E/\eta-\eta R^2/4}$ in the same way. With $T=60$, used below, both are far below double-precision rounding near $\eta_0$ as long as $E/\eta_0$ is small compared with $T$.

**Cancellation.** For $l=0$ and any $E>0$, the on-site part (4) grows without bound as $\eta\to0$ while the total stays fixed. If $E$ exceeds the lowest $q^2$, (2) also contains the growing factor $e^{(E-q^2)/\eta}$. Cancellation between the parts amplifies the relative rounding error by about $\sum_i|D^{(i)}_L|/|D_L|$. Rounding of the individual terms and cancellation between them inside each lattice sum add to this. For $E>0$ a small $\eta$ is therefore allowed analytically but poor numerically. The controlling ratio is $E/\eta$, because the parts carry the factor $e^{E/\eta}$. The value $\eta_0$ comes from counting points alone and is a good choice only while $E$ is at most a few times $\eta_0$; at higher energies $\eta$ must be raised with $E$. For $E<0$ the factor decays and this cancellation between the parts does not arise.

**Sensitivity to energy.** Near a pole $D_L\propto1/(E-E_0)$, so an energy error $\delta E$ produces a relative error $|\delta E/(E-E_0)|$ in $D_L$. No choice of $\eta$ changes this.

## Free-electron poles and bands

At $E\to E_0=q^2>0$ the exponential in (2) and the ratio $q^l/\kappa^l$ both tend to 1, so

$$D_L\simeq\frac{4\pi}{\Omega}\,\frac{1}{E-E_0}\sum_{q^2=E_0}Y_L(\hat q). \tag{9}$$

The residue is independent of $\eta$. With degenerate waves the sum may vanish, and that $D_L$ then has no pole.

For bands, the two-centre form of (6) is needed. From the plane-wave expansion, $i^lj_l(\kappa s)Y_L(\hat s)=\frac1{4\pi}\int d\hat q\,Y_L(\hat q)e^{i\kappa\hat q\cdot\mathbf s}$. Put $\mathbf s=\mathbf r-\mathbf r'$ and expand both exponentials. The regular part of $G_{\mathbf k}(\mathbf r-\mathbf r')$ becomes $\sum_{LL'}i^{l-l'}B_{LL'}j_l(\kappa r)j_{l'}(\kappa r')Y_L(\hat r)Y_{L'}(\hat r')$ with

$$B_{LL'}=4\pi\sum_{L''}C_{LL'L''}D_{L''},\qquad C_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\hat q .$$

A Bloch state in non-overlapping spherical potentials $V$ obeys $\psi(\mathbf r)=\int G_{\mathbf k}(\mathbf r-\mathbf r')V\psi\,d^3r'$ over one sphere. For $r>r'$ the singular part is $\kappa\sum_Lj_l(\kappa r')n_l(\kappa r)Y_L(\hat r)Y_L(\hat r')$, with $n_0(x)=-\cos x/x$. Define $a_L=i^{-l}\int j_lY_LV\psi\,d^3r'$. Just outside the sphere,

$$\psi=\sum_Li^lY_L(\hat r)\Big[\kappa a_Ln_l(\kappa r)+j_l(\kappa r)\sum_{L'}B_{LL'}a_{L'}\Big].$$

This must be proportional to $\cos\delta_l\,j_l-\sin\delta_l\,n_l$ in each channel, so $\sum_{L'}B_{LL'}a_{L'}=-\kappa\cot\delta_l\,a_L$ and

$$\det[B+\kappa\cot\delta]=0. \tag{10}$$

Numerically the rows are multiplied by $t_l=\tan\delta_l/\kappa$, which stays small in weakly scattering channels.

By (9) and the completeness of the $Y_L$, the residue of $B$ is $\frac{(4\pi)^2}\Omega\sum_qY_L(\hat q)Y_{L'}(\hat q)$. Its rank is at most the number of degenerate waves. It has the form $XX^T$, whose nonzero eigenvalues are those of $X^TX$; by the addition theorem this smaller matrix is $\frac{4\pi}\Omega\sum_{l\le l_{\max}}(2l+1)P_l(\hat q\cdot\hat q')$.

For one wave and weak scattering, keep only the pole of $B$. The determinant of the unit matrix plus a rank-one matrix is one plus its trace, hence

$$E-E_0\simeq-\frac{4\pi}\Omega\sum_l(2l+1)\frac{\tan\delta_l}{\kappa}. \tag{11}$$

The band approaches the pole as scattering vanishes. At finite scattering a pole of $D_L$ is not in general a band energy.

## Worked example

Take an fcc model lattice with constant 6 bohr, so $\Omega=6^3/4=54$ bohr³, and $\mathbf k=(0.20944,0.10472,0.31416)$ bohr⁻¹. Then $\eta_0=0.87959$ Ry, and $T=60$ gives 345 reciprocal and 368 real-space vectors.

**Definition.** At $E=0.5+0.6i$ Ry the site sum (5) over 26563 sites was projected onto $Y_L$ on a sphere of radius 2 bohr. Through $l=6$ the result agrees with (1) within $9.4\times10^{-11}$, where each deviation is divided by the larger of $|D_L|$ and 1 bohr⁻¹. The finite radius also tests the use of the limit $r\to0$ in the derivation.

**Splitting parameter.** At $E=0.6$ Ry the parts of $D_{00}$, in bohr⁻¹, are:

| $\eta$ (Ry) | reciprocal | real-space | on-site | sum |
|---|---|---|---|---|
| 0.05 | 1110.273 | −828.917 | −281.100 | 0.256056 |
| 0.43980 | 0.403782 | −0.064863 | −0.082863 | 0.256056 |
| 0.87959 | 0.226160 | −0.004180 | 0.034076 | 0.256056 |
| 1.75918 | 0.121395 | −0.000045 | 0.134707 | 0.256056 |

At $\eta_0/2$ and $2\eta_0$ all $D_L$ through $l=6$ agree with their values at $\eta_0$ within $3.7\times10^{-15}$ on the same scale, which is the rounding level. At 0.05 Ry the deviation is $7.2\times10^{-12}$. The large first entry comes from the lowest wave, $q^2=0.153527$ Ry: the exponent is $(0.6-0.153527)/0.05=8.9295$, and $0.065646\,e^{8.9295}/0.44647\approx1110$. The largest part is about four thousand times the sum, so cancellation between the parts costs between three and four digits. Cancellation inside the real-space sum costs more: about $(4\pi/\eta)^{3/2}/\Omega\approx74$ sites contribute terms comparable to the on-site part, so their magnitudes add to roughly $2\times10^4$ bohr⁻¹, nearly five digits above the result.

**Poles.** Equation (9) gives the residue of $D_{00}$ at $E_0=0.153527$ Ry as $(4\pi/54)/\sqrt{4\pi}=0.065646$ Ry/bohr, and a contour integral gives the same value. At $E-E_0=0.1$, $0.01$ and $0.001$ Ry the product $(E-E_0)D_{00}$ is 0.08262, 0.06749 and 0.06583 Ry/bohr. The last excess over the residue, divided by 0.001 Ry, gives a regular background of about 0.185 bohr⁻¹.

At the zone-boundary point W, $\mathbf k=(2\pi/6)(1,\tfrac12,0)$ bohr⁻¹, four waves meet at 1.370778 Ry. For $l_{\max}=3$ the residue of $B$ has rank 4, with eigenvalues 4.2446, 4.0957, 3.2766 and 3.2766 Ry/bohr. Their sum, 14.893, equals $4(4\pi/54)(1+3+5+7)$, the trace of the smaller matrix. The four directions add to zero, so the $l=1$ residues of $D_L$ vanish.

**Bands.** Place repulsive steps of height 0.3 Ry and radius 2 bohr on the sites; half the nearest-neighbour distance is 2.12 bohr, so they do not overlap. Equation (10) gives the lowest band at 0.335517, 0.336183 and 0.336195 Ry for $l_{\max}=1,2,3$. The last value is 4.574 eV, and it lies 0.183 Ry above the pole.

Plane-wave diagonalization gives 0.336220 Ry with cutoff 60 Ry and 0.336204 Ry with 120 Ry. For a sharp step the Fourier coefficients fall as $q^{-2}$, so the second-order energy omitted beyond a cutoff wave number $Q$ scales as $\int_Q^\infty q^2\,q^{-4}\,q^{-2}dq\propto Q^{-3}$. Doubling the energy cutoff then divides this error by about $2^{3/2}$, and the extrapolated value, with the further digits of the output, is $0.3362042-0.0000156/1.83\approx0.336196$ Ry. The KKR value for $l_{\max}=3$ is 0.336195 Ry. Two cutoffs fix the plane-wave limit only to a few $10^{-6}$ Ry, and the KKR value still carries an error of order $10^{-6}$ Ry from the cutoff at $l_{\max}=3$. The two methods agree within these uncertainties.

**Weak limit.** For a step of 0.003 Ry the KKR shift from the pole is 0.0018613 Ry. First-order perturbation theory gives the height times the filled volume fraction, $0.003\times0.620562=0.0018617$ Ry. Equation (11) gives 0.0018554 Ry, 0.3% below the KKR shift. It omits the background of $B$, whose relative effect is of order $|t_l|B$. From (11), $\sum_l(2l+1)|t_l|=0.0018554\times54/4\pi=0.0080$ bohr, and the $s$-channel background is $\sqrt{4\pi}\times0.185=0.66$ bohr⁻¹. Their product, 0.5%, has the size of the observed difference.

The numerical output below gives these values with further digits.

## Calculated quantities

```
fcc lattice constant 6.0 bohr, cell volume 54.0 bohr^3
k = (0.20944, 0.10472, 0.31416) bohr^-1
balanced eta = 0.87959 Ry; example energy E = 0.60 Ry
vectors at balanced eta: 345 q, 368 R
nearest R = 4.24264 bohr, I_0 = 0.00181553 bohr^-1
direct sum: E = 0.5+0.6j Ry, r = 2.0 bohr, 26563 sites
  D_00 direct 0.191164420-0.186808214j bohr^-1
  D_00 Ewald  0.191164420-0.186808214j bohr^-1
  largest scaled deviation, l <= 6: 9.4e-11
eta/Ry; D_00 reciprocal, real-space, on-site, sum (bohr^-1)
  0.05000 1110.273031619 -828.916739634 -281.100235665 0.256056321
  0.43980 0.403782218 -0.064862626 -0.082863270 0.256056321
  0.87959 0.226159882 -0.004180019 0.034076458 0.256056321
  1.75918 0.121394748 -0.000045174 0.134706746 0.256056321
eta/Ry; D_10 reciprocal, real-space, sum (bohr^-1)
  0.43980 0.288197180 -0.107122433 0.181074747
  0.87959 0.192935839 -0.011861092 0.181074747
  1.75918 0.181309733 -0.000234986 0.181074747
largest scaled change, eta0/2 to 2 eta0: 3.7e-15
largest scaled change, eta = 0.05 Ry: 7.2e-12
lowest pole E0 = 0.153527 Ry; next 2.127448 Ry
residue of D_00: contour 0.06564644 Ry/bohr, formula 0.06564644 Ry/bohr
E-E0 (Ry); D_00 (bohr^-1); product (Ry/bohr)
  0.100 0.826164 0.08261637
  0.010 6.748536 0.06748536
  0.001 65.831721 0.06583172
W pole 1.370778 Ry: 4 waves, residue rank 4
  residue eigenvalues (Ry/bohr): 4.244641 4.095706 3.276565 3.276565
  largest l = 1 residue of D_L: 7.3e-17 Ry/bohr
step radius 2.0 bohr, height 0.3 Ry
  KKR band energy, lmax = 1: 0.3355169 Ry
  KKR band energy, lmax = 2: 0.3361828 Ry
  KKR band energy, lmax = 3: 0.3361951 Ry
  plane waves, cutoff 60 Ry, 420 waves: 0.3362198 Ry
  plane waves, cutoff 120 Ry, 1208 waves: 0.3362042 Ry
  KKR band energy, lmax = 3: 4.57417 eV
weak step 0.003 Ry, filled volume fraction 0.620562
  shift from pole: KKR 0.00186134 Ry
  phase-shift formula 0.00185542 Ry
  height times fraction 0.00186168 Ry
```
